# Injection Velocity of a Degenerate Two-Dimensional Source

Electrons that enter a ballistic channel from a two-dimensional source in equilibrium have the mean forward velocity

$$
v_{\rm inj}=v_T\,\frac{F_{1/2}(\eta)}{F_0(\eta)},\qquad
v_T=\sqrt{\frac{2k_BT}{\pi m_x}},\qquad
\eta=\frac{\mu-E_0}{k_BT}. \tag{1}
$$

Here $E_0$ is the subband edge at the top of the barrier between source and channel, $\mu$ is the chemical potential of the source, $T$ its temperature, and $m_x$ the effective mass along the transport direction $x$. The Fermi-Dirac integrals carry the normalization

$$
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{\varepsilon^{\,j}\,d\varepsilon}{1+e^{\varepsilon-\eta}} . \tag{2}
$$

With integrals defined without the factor $1/\Gamma(j+1)$, the prefactor in (1) would be different.

The model is a single parabolic subband. At the top of the barrier, the states with $v_x>0$ are filled by carriers coming from the source, and no carrier is scattered back. These states therefore have the occupation of the source,

$$
f=\frac{1}{1+e^{(E-\mu)/k_BT}} .
$$

The average in (1) runs over the carriers in these forward states. An average over all carriers in equilibrium would vanish, because every state with velocity $v_x$ has an equally occupied partner with velocity $-v_x$.

Let $g$ be the degeneracy, spin times the number of equivalent valleys, all with the same mass tensor. The forward density and the particle flux per unit width are

$$
n^+=\frac{g}{4\pi^2}\int_{v_x>0}f\,d^2k,\qquad
\Phi^+=\frac{g}{4\pi^2}\int_{v_x>0}v_x f\,d^2k, \tag{3}
$$

and by definition $v_{\rm inj}=\Phi^+/n^+$.

The band may be elliptic, with its axes turned relative to $x$; the channel is then taken much wider than it is long, so that its side walls play no part. With a symmetric, positive inverse-mass tensor $W$,

$$
E=E_0+\frac{\hbar^2}{2}\,\mathbf k^{\rm T}W\mathbf k,\qquad
\mathbf v=\frac1\hbar\nabla_{\mathbf k}E=\hbar W\mathbf k .
$$

The substitution $\mathbf k=W^{-1/2}\mathbf q$ turns the energy ellipses into circles, since $\mathbf k^{\rm T}W\mathbf k=q^2$. The velocity along $x$ becomes

$$
v_x=\hbar\,\mathbf e_x^{\rm T}W^{1/2}\mathbf q=\hbar\,\mathbf a\cdot\mathbf q,\qquad \mathbf a=W^{1/2}\mathbf e_x .
$$

The length of $\mathbf a$ follows from $|\mathbf a|^2=\mathbf e_x^{\rm T}W\mathbf e_x=W_{xx}$. If $\theta$ is the angle between $\mathbf q$ and $\mathbf a$, then

$$
v_x=\hbar\sqrt{W_{xx}}\,q\cos\theta=\frac{\hbar q}{\sqrt{m_x}}\cos\theta,\qquad \frac1{m_x}\equiv W_{xx}. \tag{4}
$$

The forward states fill the half circle $-\pi/2<\theta<\pi/2$. In the original $\mathbf k$-plane their boundary is the line $v_x=0$, which differs from the line $k_x=0$ when the ellipse is tilted. The area element changes by the determinant of the map,

$$
d^2k=(\det W)^{-1/2}\,d^2q=m_d\,q\,dq\,d\theta,\qquad m_d\equiv(\det W)^{-1/2},
$$

where $m_d$ is the density-of-states mass. For an ellipse with principal masses $m_1$ and $m_2$ it equals $\sqrt{m_1m_2}$.

Now introduce the reduced energy $\varepsilon=(E-E_0)/k_BT=\hbar^2q^2/(2k_BT)$. Differentiation gives $q\,dq=(k_BT/\hbar^2)\,d\varepsilon$, and the occupation becomes $f=1/(1+e^{\varepsilon-\eta})$. The angular integral in the density is $\pi$, so

$$
n^+=\frac{g m_d}{4\pi^2}\,\pi\,\frac{k_BT}{\hbar^2}\int_0^\infty f\,d\varepsilon
=N^+F_0(\eta),\qquad N^+=\frac{g m_dk_BT}{4\pi\hbar^2}. \tag{5}
$$

The prefactor $N^+$ is half of the one that belongs to the full equilibrium density, because half of the states are counted. The integral of order zero is elementary:

$$
F_0(\eta)=\int_0^\infty\frac{e^{\eta-\varepsilon}}{1+e^{\eta-\varepsilon}}\,d\varepsilon
=\Big[-\ln\!\big(1+e^{\eta-\varepsilon}\big)\Big]_0^\infty=\ln(1+e^\eta).
$$

In the flux, the extra factor is $v_x=\sqrt{2k_BT\varepsilon/m_x}\,\cos\theta$, from (4) with $\hbar q=\sqrt{2k_BT\varepsilon}$. The angular integral is now $\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2$. Since $\Gamma(3/2)=\sqrt\pi/2$, definition (2) gives $\int_0^\infty\sqrt\varepsilon\,f\,d\varepsilon=(\sqrt\pi/2)F_{1/2}(\eta)$. Hence

$$
\Phi^+=\frac{g m_d}{4\pi^2}\cdot2\cdot\frac{k_BT}{\hbar^2}\sqrt{\frac{2k_BT}{m_x}}\;\frac{\sqrt\pi}{2}F_{1/2}(\eta)
=N^+\sqrt{\frac{2k_BT}{\pi m_x}}\,F_{1/2}(\eta). \tag{6}
$$

Division by (5) removes $N^+$ and leaves (1). The orders of the two integrals reflect the constant density of states in two dimensions: the density integrates $\varepsilon^0$, and the velocity adds a factor $\varepsilon^{1/2}$.

The flux can also be found by counting transverse modes. Take the axes of the ellipse along $x$ and $y$, and a wide channel with periodic transverse wave numbers $k_y$. In one mode, $v_x\,dk_x/(2\pi)=dE/h$, so the velocity cancels the one-dimensional density of states. With $\varepsilon_y=\hbar^2k_y^2/(2m_yk_BT)$, the mode carries the particle flux

$$
\frac gh\int_{E_0+\varepsilon_yk_BT}^\infty f\,dE=\frac{gk_BT}{h}\ln\!\left(1+e^{\eta-\varepsilon_y}\right).
$$

For a wide channel, the sum over modes per unit width becomes $\int dk_y/(2\pi)$. Put $k_y=\sqrt{2m_yk_BT}\,y/\hbar$ and integrate by parts; the boundary terms vanish:

$$
\int_{-\infty}^{\infty}\ln\!\left(1+e^{\eta-y^2}\right)dy
=\int_{-\infty}^{\infty}\frac{2y^2\,dy}{1+e^{y^2-\eta}}
=2\int_0^\infty\frac{\sqrt\varepsilon\,d\varepsilon}{1+e^{\varepsilon-\eta}}
=\sqrt\pi\,F_{1/2}(\eta).
$$

The flux per width is therefore

$$
\Phi^+=\frac{gk_BT}{2\pi\hbar}\,\frac{\sqrt{2m_yk_BT}}{2\pi\hbar}\,\sqrt\pi\,F_{1/2}(\eta)
=\frac{gk_BT\sqrt{2m_yk_BT}}{4\pi^{3/2}\hbar^2}\,F_{1/2}(\eta),
$$

which is (6) with $m_d=\sqrt{m_xm_y}$. At fixed $\eta$ the flux does not depend on $m_x$: a lighter transport mass raises the velocity and lowers the density by the same factor.

In the dilute limit $\eta\to-\infty$, expand the occupation as $f=e^{\eta-\varepsilon}-e^{2(\eta-\varepsilon)}+\dots$ and integrate term by term. This gives $F_j=e^\eta-2^{-(j+1)}e^{2\eta}+\dots$, and so

$$
\frac{v_{\rm inj}}{v_T}=\frac{1-2^{-3/2}e^\eta+\dots}{1-\tfrac12e^\eta+\dots}
=1+\left(\tfrac12-2^{-3/2}\right)e^\eta+\dots .
$$

The velocity approaches $v_T$, which is independent of density. In the opposite limit, $\eta\to+\infty$, the Sommerfeld expansion gives

$$
\int_0^\infty\sqrt\varepsilon\,f\,d\varepsilon
=\frac23\eta^{3/2}+\frac{\pi^2}{6}\,\frac{1}{2\sqrt\eta}+\dots
=\frac23\eta^{3/2}\left(1+\frac{\pi^2}{8\eta^2}+\dots\right),
$$

while $F_0=\eta+\ln(1+e^{-\eta})$ differs from $\eta$ by an exponentially small amount. Let $v_F=\sqrt{2(\mu-E_0)/m_x}=v_T\sqrt{\pi\eta}$ be the largest $v_x$ on the Fermi ellipse. Then

$$
v_{\rm inj}=v_T\,\frac{2}{\sqrt\pi}\,\frac23\sqrt\eta\left(1+\frac{\pi^2}{8\eta^2}+\dots\right)
=\frac{4}{3\pi}\,v_F\left(1+\frac{\pi^2}{8\eta^2}+\dots\right). \tag{7}
$$

The factor $4/(3\pi)$ is the product of $2/\pi$, the mean of $\cos\theta$ over the half circle, and $2/3$, the mean of $q/q_F$ over a filled disc of radius $q_F$. At zero temperature the injection velocity is thus well below the Fermi velocity, because slow and obliquely moving carriers also contribute to the density.

Between these limits the velocity rises steadily with $\eta$. Let angle brackets denote an average with weight $f(\varepsilon)$ on the energy axis, so that $v_{\rm inj}/v_T=(2/\sqrt\pi)\langle\sqrt\varepsilon\rangle$. Since $\partial f/\partial\eta=f(1-f)$, the quotient rule gives

$$
\frac{d\langle\sqrt\varepsilon\rangle}{d\eta}
=\frac{\int\sqrt\varepsilon f(1-f)\,d\varepsilon}{\int f\,d\varepsilon}
-\frac{\int\sqrt\varepsilon f\,d\varepsilon}{\int f\,d\varepsilon}\,
\frac{\int f(1-f)\,d\varepsilon}{\int f\,d\varepsilon}
=\big\langle\sqrt\varepsilon\,(1-f)\big\rangle-\langle\sqrt\varepsilon\rangle\langle1-f\rangle .
$$

This is the covariance of $\sqrt\varepsilon$ and $1-f$. It can be written as half the average of $(\sqrt\varepsilon-\sqrt{\varepsilon'})(f'-f)$ over two independently drawn energies, with $f'=f(\varepsilon')$. Both brackets have the same sign, because $f$ falls with energy, so the covariance is positive. The physical cause is the Pauli principle. When $\eta$ rises, the occupation of a state grows at the relative rate $1-f$, which is smallest for the low, fuller states, so added carriers are on average faster than those already present. With Boltzmann occupation every state would grow at the same relative rate and the mean would not change. In the dilute limit $1-f$ is nearly constant and the covariance vanishes like $e^\eta$. Since $e^\eta\approx n^+/N^+$ there, $v_{\rm inj}/v_T\approx1+0.146\,n^+/N^+$: the relative change of the velocity vanishes with the density, while its slope against density stays finite.

In a transistor the gate sets the density more directly than $\eta$. Inverting (5) gives

$$
\eta=\ln\!\left(e^{n^+/N^+}-1\right). \tag{8}
$$

The masses thus play separate roles. The transport mass $m_x$ sets $v_T$, while $m_d$ and $g$ set $N^+$ and hence the degree of degeneracy at a given density. At zero temperature, $\mu-E_0=4\pi\hbar^2n^+/(gm_d)$, and (7) becomes

$$
v_{\rm inj}=\frac{4\hbar}{3\pi}\sqrt{\frac{8\pi n^+}{g\,m_dm_x}}\qquad(T=0), \tag{9}
$$

which grows as the square root of the density.

As an example take round model parameters: an isotropic mass of $0.2\,m_0$, with $m_0$ the free-electron mass, two valleys with two spins each ($g=4$), and $T=300$ K. Then $k_BT=25.85$ meV, $N^+=2.160\times10^{12}\ {\rm cm^{-2}}$ and $v_T=1.203\times10^7$ cm/s. For a forward density of $10^{13}\ {\rm cm^{-2}}$,

$$
F_0=\frac{10^{13}}{2.160\times10^{12}}=4.630,\qquad
\eta=\ln(e^{4.630}-1)=4.620,\qquad F_{1/2}(\eta)=7.925,
$$

$$
v_{\rm inj}=1.203\times10^7\times\frac{7.925}{4.630}\ {\rm cm/s}=2.06\times10^7\ {\rm cm/s}.
$$

Degeneracy raises the velocity by a factor of 1.71 over $v_T$. With $q_e$ the elementary charge, the magnitude of the current per width is $q_en^+v_{\rm inj}=3.30$ mA/µm. This is the ballistic value for the stated density when the drain injects no carriers.

The zero-temperature formula (9) gives $1.95\times10^7$ cm/s at this density. The value at 300 K lies 5.7 per cent above it, close to the 5.8 per cent of the leading correction $\pi^2/(8\eta^2)$. The closeness is partly a cancellation: at this $\eta$, $F_{1/2}$ exceeds its zero-temperature form by 6.1 per cent, and the factor $(\eta/F_0)^{3/2}$ that enters at fixed density takes back 0.3 per cent. At $10^{11}\ {\rm cm^{-2}}$ the situation is reversed: $v_{\rm inj}=1.21\times10^7$ cm/s is within one per cent of $v_T$, whereas (9) gives $0.19\times10^7$ cm/s, since it leaves out the thermal motion that dominates there.

So far the drain has filled no states at the top of the barrier. At a drain bias $V$ it fills the states with $v_x<0$, with chemical potential $\mu-q_eV$. Let $U=q_eV/k_BT$. The integrals over the backward half plane are those above with $\eta$ replaced by $\eta-U$ and the sign of the flux reversed. The total density and the net mean velocity are

$$
n=N^+\big[F_0(\eta)+F_0(\eta-U)\big],\qquad
\bar v=v_T\,\frac{F_{1/2}(\eta)-F_{1/2}(\eta-U)}{F_0(\eta)+F_0(\eta-U)} . \tag{10}
$$

At $V=0$ the net velocity is zero. When $e^{\eta-U}\ll1$ and the drain-filled density is negligible beside the source-filled one, $\bar v$ becomes $v_{\rm inj}$.

If the gate holds the total density $n$ fixed, $\eta$ must change with the bias. With $F_0=\ln(1+e^\eta)$, the first relation in (10) reads

$$
(1+e^\eta)(1+e^{\eta-U})=e^{n/N^+},
$$

a quadratic equation for $e^\eta$. At $V=0$ its positive solution is $e^\eta=e^{n/2N^+}-1$: each half plane holds half the carriers. At large bias it tends to (8) with $n^+=n$. The forward density therefore doubles between zero bias and saturation, and the mean velocity of the forward carriers rises with it. Fixed $n$ is the limit of a gate capacitance $C$ small against the quantum capacitance; at fixed gate voltage, the rise of $\mu-E_0$ lowers $n$ by $C/q_e^2$ times that rise. For the model band with $10^{13}\ {\rm cm^{-2}}$ at zero bias and 1 nm of oxide with relative permittivity 3.9, the forward density grows by a factor of 1.79 and the saturated velocity is $1.97\times10^7$ cm/s. The numbers below are for fixed $n$.

For the model band with $n=10^{13}\ {\rm cm^{-2}}$, $\eta$ goes from 2.21 at zero bias to 4.62 at 0.5 V, and the forward mean from $1.63\times10^7$ to $2.06\times10^7$ cm/s. Using the equilibrium value of $\eta$ for the saturated current would thus underestimate the velocity by about 21 per cent of its saturated value. At 0.2 V the net velocity has reached 98 per cent of saturation. There $U=200/25.85=7.74$ and $\eta-U=-3.16$, so the drain-filled states hold $\ln(1+e^{-3.16})/4.63$, or 0.9 per cent, of the carriers. They reduce the net velocity in three ways. The forward states hold 0.9 per cent fewer carriers; being less degenerate, these carriers have a mean velocity lower by 0.4 per cent ($2.052$ against $2.059\times10^7$ cm/s); and the backward flux, $F_{1/2}(-3.16)/7.925$ of the saturated flux, removes another 0.5 per cent. Together this is the missing 1.8 per cent.

An elliptic band with principal masses 0.2 and $0.9\,m_0$ shows the separate roles of the two masses. Its density-of-states mass, $\sqrt{0.2\times0.9}\,m_0=0.424\,m_0$, does not change when the ellipse is turned. At $n^+=10^{13}\ {\rm cm^{-2}}$, with the same $g$ and $T$, $\eta$ is therefore 2.06 for every orientation, and $v_{\rm inj}/v_T$ is 1.34. With the light axis along $x$ the velocity is $1.61\times10^7$ cm/s; with the heavy axis along $x$ it is $0.76\times10^7$ cm/s. At 45 degrees the inverse masses are averaged, which gives $m_x=0.327\,m_0$ and $1.26\times10^7$ cm/s. The forward states then also carry a transverse flux, $W_{xy}/W_{xx}=0.64$ times the forward one, so this value requires that side walls play no part. In a long strip with hard walls that conserve $k_x$ and the valley, completing the square in $k_y$ gives subbands with the transport mass $W_{yy}/\det W=0.55\,m_0$ and a velocity of about $0.97\times10^7$ cm/s. The isotropic band with the same transport mass of $0.2\,m_0$ reached $2.06\times10^7$ cm/s, because its smaller $m_d$ makes it more degenerate at the same density.

If several subbands or inequivalent valleys are occupied, their densities and fluxes add. The mean is then $\sum_i n_i^+v_{{\rm inj},i}/\sum_i n_i^+$, with each $\eta_i$ measured from its own edge and with its own masses. This matters at high density: in the isotropic example $\mu-E_0=4.62\times25.85$ meV, about 119 meV, and at $2\times10^{13}\ {\rm cm^{-2}}$ it is about 239 meV. Whether a higher subband lies within that range depends on the confinement. Over such energies the band may also cease to be parabolic. Definition (3) then still applies, but $v_x$ is no longer proportional to $\sqrt\varepsilon$ and (1) fails.

Weak scattering in the channel changes the balance in another way. Suppose that the drain injects nothing, that a fraction $r$ of the source flux returns to the top of the barrier, and that the returning carriers have the same mean speed along $x$ as the injected ones. The net flux is then $(1-r)n^+v_{\rm inj}$ and the density is $(1+r)n^+$, so

$$
\bar v=v_{\rm inj}\,\frac{1-r}{1+r}.
$$

At fixed total density $n$, $v_{\rm inj}$ must here be evaluated at $n^+=n/(1+r)$. Backscattering thus lowers the net velocity through the explicit factor and also through the reduced degeneracy of the forward states. If the returning carriers have lost energy, or if oblique or slow carriers return more often than the others, which can happen even when scattering is elastic, their mean speed differs and this simple factor no longer holds.

The numerical output lists the values for further densities and biases. It also gives the deviations of (1) and (5) from direct integration over the $\mathbf k$-plane, and of (6) from an explicit sum over transverse modes; all are at the level of rounding error.

## Computed results

```
Temperature: 300 K; kT = 25.852 meV
Isotropic mass: 0.20 m0; degeneracy g = 4
Forward density prefactor N+: 2.1598e+12 cm^-2
Thermal injection velocity v_T: 1.2030 x 1e7 cm/s
Forward states only; velocities in 1e7 cm/s, current in mA/um
n+ (cm^-2)    eta    F_1/2     F_0   ratio   v_inj  v(T=0) current
1.0e+11   -3.049   0.0466  0.0463  1.0068  1.2112  0.1947  0.0194
1.0e+12   -0.530   0.4949  0.4630  1.0689  1.2859  0.6158  0.2060
5.0e+12    2.211   3.1419  2.3150  1.3572  1.6328  1.3770  1.3080
1.0e+13    4.620   7.9246  4.6300  1.7116  2.0591  1.9473  3.2991
2.0e+13    9.260  21.5053  9.2600  2.3224  2.7940  2.7539  8.9528
Fixed total density: 1.0e+13 cm^-2; velocities in 1e7 cm/s
V_D (V)    eta  forward mean  net mean  net/v_inj
 0.00     2.211      1.6328     0.0000    0.0000
 0.02     2.590      1.6984     0.3109    0.1510
 0.05     3.128      1.7938     0.7652    0.3716
 0.10     3.901      1.9319     1.4319    0.6954
 0.20     4.578      2.0518     2.0224    0.9822
 0.50     4.620      2.0591     2.0591    1.0000
Elliptic band: 0.2 and 0.9 m0; n+ = 1.0e+13 cm^-2
angle (deg)  m_x/m0  m_d/m0    eta   v_T   v_inj (1e7 cm/s)
     0      0.2000  0.4243   2.063  1.2030  1.6077
    45      0.3273  0.4243   2.063  0.9405  1.2568
    90      0.9000  0.4243   2.063  0.5671  0.7579
Dilute limit: v_inj/v_T - 1 at eta=-10: 6.649e-06
Dense limit: v_inj/(4 v_F/3pi) - 1 at eta=60: 3.428e-04
Largest relative deviation, k-space density: 3.0e-14
Largest relative deviation, k-space velocity: 2.3e-14
Largest relative deviation, mode-sum flux: 2.3e-14
```
